**Characters of induced band representations: formula against explicit functions and plane waves**

The program tests χ_k(h) = Σ_α [t_α ∈ T] exp(−ik·t_α) χ_ρ(g_α⁻¹{E|−t_α}h g_α), where q_α = g_α q are the orbit sites, t_α = hq_α − q_α, T is the lattice and ρ is an irrep of the site group of q. It builds Bloch sums of Gaussian-type orbitals for six cases in p6mm and p4g, transforms them as functions of position, and extracts the representation matrices by least squares. It asserts that these matrices and 134 little-group characters agree with the derived formulas, and that other orbit representatives leave the characters unchanged; the largest deviation is about 10⁻¹⁴. It also asserts that leaving out the Bloch phases (honeycomb, K) or the conjugation by g_α (p4g) gives wrong characters, and that, for the four p6mm cases at Γ, K and M, the irrep multiplicities are non-negative integers with the right total dimension. A plane-wave diagonalization for a honeycomb array of Gaussian wells gives characters of the lowest two bands at Γ, K and M that agree with the formula to 2 × 10⁻¹⁵. The output shows these two bands degenerate at K and separated from the third band by 5.64 eV on a 36-point mesh.

## Program and output

```python
"""Character of a band representation induced from a site-symmetry irrep.

Result under test, for h = {R|v} in the little group of k:
  chi_k(h) = sum over orbit sites q_a with t_a = h q_a - q_a a lattice vector
             of exp(-i k.t_a) * chi_rho(g_a^-1 {E|-t_a} h g_a)
q_a = g_a q : orbit of the site q, one site per class modulo the lattice
rho         : irrep of the site-symmetry group of q, chi_rho its character
Operations act on functions as (h f)(r) = f(h^-1 r).
Bloch sums are sum_t exp(i k.t) W(r-t), t running over lattice vectors.
Lengths are in nm, wave vectors in 1/nm, energies in eV.
"""
import numpy as np
from scipy import constants as const

I2 = np.eye(2)
MIRROR_X = np.diag([1.0, -1.0])      # reflection y -> -y


def rotation(degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    return np.array([[c, -s], [s, c]])


def act(g, r):
    return g[0] @ r + g[1]


def mul(g, h):
    return g[0] @ h[0], g[0] @ h[1] + g[1]


def inverse(g):
    return g[0].T, -g[0].T @ g[1]


def is_integer(x):
    return np.allclose(x, np.round(x), atol=1e-8)


def is_lattice(t, A):
    return is_integer(np.linalg.solve(A, t))


def in_little_group(h, k, A):
    return is_integer(A.T @ (h[0] @ k - k) / (2 * np.pi))


def orbit_representatives(q, ops, A):
    reps = []
    for g in ops:
        if not any(is_lattice(act(g, q) - act(p, q), A) for p in reps):
            reps.append(g)
    return reps


def induced_matrix(h, k, q, reps, rho, A):
    """Derived matrix taking Bloch sums at k to Bloch sums at R k."""
    d = rho(I2).shape[0]
    D = np.zeros((len(reps) * d, len(reps) * d), complex)
    for a, ga in enumerate(reps):
        for b, gb in enumerate(reps):
            t = act(h, act(ga, q)) - act(gb, q)
            if is_lattice(t, A):
                g = mul(inverse(gb), mul((I2, -t), mul(h, ga)))
                assert np.allclose(act(g, q), q)
                phase = np.exp(-1j * (h[0] @ k) @ t)
                D[b*d:(b+1)*d, a*d:(a+1)*d] = phase * rho(g[0])
    return D


def character(h, k, q, reps, rho, A, phases=True, conjugate=True):
    """Sum over fixed sites; the switches produce deliberately wrong variants."""
    total = 0j
    for ga in reps:
        site = act(ga, q)
        t = act(h, site) - site
        if is_lattice(t, A):
            R = ga[0].T @ h[0] @ ga[0] if conjugate else h[0]
            total += (np.exp(-1j * k @ t) if phases else 1) * np.trace(rho(R))
    return total


def bloch_sums(k, points, q, reps, shape, A):
    """Explicit functions: columns are (site, orbital), rows are points."""
    n = np.arange(-6, 7)
    T = np.array([A @ np.array([i, j]) for i in n for j in n])
    weight = np.exp(1j * T @ k)
    columns = []
    for R, v in reps:
        x = (points[None, :, :] - T[:, None, :] - v) @ R - q
        columns.append(np.einsum('t,tpd->pd', weight, shape(x)))
    return np.hstack(columns)


def gauss(x):
    return np.exp(-np.sum(x**2, axis=-1) / (2 * 0.2**2))[..., None]


def trivial(R):
    return np.array([[1.0]])


def determinant(R):
    return np.array([[np.linalg.det(R)]])


def vector(R):
    return R


def complex_c4(R):
    return np.array([[R[0, 0] - 1j * R[1, 0]]])


def f_odd(x):        # odd in all three mirrors of a honeycomb site
    return (x[..., :1]**3 - 3 * x[..., :1] * x[..., 1:]**2) * gauss(x)


def f_vector(x):
    return x * gauss(x)


def f_complex(x):
    return (x[..., :1] + 1j * x[..., 1:]) * gauss(x)


def f_diagonal(x):   # odd in both diagonal mirrors
    return (x[..., :1]**2 - x[..., 1:]**2) * gauss(x)


# Groups: p6mm (origin at the sixfold centre), p4g (origin at a fourfold centre)
A6 = np.array([[1.0, -0.5], [0.0, np.sqrt(3) / 2]])
B6 = 2 * np.pi * np.linalg.inv(A6).T
zero = np.zeros(2)
ops6 = [(rotation(60 * n), zero) for n in range(6)]
ops6 += [(rotation(60 * n) @ MIRROR_X, zero) for n in range(6)]
k6 = {'Gamma': zero, 'K': (B6[:, 0] + B6[:, 1]) / 3, 'M': B6[:, 0] / 2}
A4 = np.eye(2)
half = np.array([0.5, 0.5])
ops4 = [(rotation(90 * n), zero) for n in range(4)]
ops4 += [(rotation(90 * n) @ MIRROR_X, half) for n in range(4)]
k4 = {'Gamma': zero, 'X': np.array([np.pi, 0]), 'M': np.array([np.pi, np.pi])}
q_honey = A6 @ np.array([2 / 3, 1 / 3])
q_kagome = A6 @ np.array([0.5, 0.0])
cases = {
    'honeycomb A1': (ops6, A6, q_honey, trivial, gauss, k6),
    'honeycomb A2': (ops6, A6, q_honey, determinant, f_odd, k6),
    'honeycomb E': (ops6, A6, q_honey, vector, f_vector, k6),
    'kagome A1': (ops6, A6, q_kagome, trivial, gauss, k6),
    'p4g C4 complex': (ops4, A4, zero, complex_c4, f_complex, k4),
    'p4g C2v A2': (ops4, A4, np.array([0.5, 0.0]), determinant, f_diagonal, k4),
}

# Explicit transformed functions against the derived matrix and character
rng = np.random.default_rng(4)
points = rng.uniform(-1, 1, (40, 2))
k_generic = np.array([0.9, 2.1])
matrix_error = character_error = choice_error = 0.0
n_characters = 0
orbits = {}
for name, (ops, A, q, rho, shape, kpoints) in cases.items():
    reps = orbit_representatives(q, ops, A)
    orbits[name] = reps
    fixing = [h for h in ops if is_lattice(act(h, q) - q, A)]
    assert len(reps) * len(fixing) == len(ops)
    h0 = fixing[-1]
    g0 = mul((I2, q - act(h0, q)), h0)
    other_reps = [mul((I2, A @ np.array([a + 1, -2 * a])), mul(g, g0))
                  for a, g in enumerate(reps)]
    for k in [k_generic] + list(kpoints.values()):
        for h in ops:
            moved = (points - h[1]) @ h[0]
            left = bloch_sums(k, moved, q, reps, shape, A)
            right = bloch_sums(h[0] @ k, points, q, reps, shape, A)
            D = np.linalg.lstsq(right, left, rcond=None)[0]
            assert np.allclose(right @ D, left, atol=1e-9)
            error = np.abs(D - induced_matrix(h, k, q, reps, rho, A)).max()
            matrix_error = max(matrix_error, error)
            if in_little_group(h, k, A):
                basis = bloch_sums(k, points, q, reps, shape, A)
                D = np.linalg.lstsq(basis, left, rcond=None)[0]
                chi = character(h, k, q, reps, rho, A)
                character_error = max(character_error, abs(np.trace(D) - chi))
                chi2 = character(h, k, q, other_reps, rho, A)
                choice_error = max(choice_error, abs(chi - chi2))
                n_characters += 1
assert matrix_error < 1e-8 and character_error < 1e-8 and choice_error < 1e-8


def show(z):
    z = complex(z)
    return f"{round(z.real, 4) + 0.0:.4f}{round(z.imag, 4) + 0.0:+.4f}i"


print("lattice constant (nm):", np.linalg.norm(A6[:, 0]))
print("K (1/nm):", np.round(k6['K'], 4), " M (1/nm):", np.round(k6['M'], 4))
print("characters compared with explicit functions:", n_characters)
print(f"largest matrix error: {matrix_error:.1e}")
print(f"largest character error: {character_error:.1e}")
print(f"largest change for other representatives: {choice_error:.1e}")

# Threefold rotation at K, honeycomb orbit, trivial irrep
c3, reps_h = ops6[2], orbits['honeycomb A1']
for a, g in enumerate(reps_h):
    site = act(g, q_honey)
    t = act(c3, site) - site
    print(f"site {a+1} (nm): {np.round(site, 4) + 0.0}, C3 shift t (nm):",
          np.round(t, 4) + 0.0, "phase at K:", show(np.exp(-1j * k6['K'] @ t)))
good = character(c3, k6['K'], q_honey, reps_h, trivial, A6)
bad = character(c3, k6['K'], q_honey, reps_h, trivial, A6, phases=False)
assert abs(good - bad) > 1
print("C3 character at K:", show(good), " without phases:", show(bad))

# Fourfold rotation in p4g, complex irrep: the conjugation by g_a matters
reps_4 = orbits['p4g C4 complex']
for label in ('Gamma', 'M'):
    good = character(ops4[1], k4[label], zero, reps_4, complex_c4, A4)
    bad = character(ops4[1], k4[label], zero, reps_4, complex_c4, A4,
                    conjugate=False)
    assert abs(good - bad) > 1
    print(f"p4g C4 character at {label}:", show(good),
          " without conjugation:", show(bad))

# Little-group irreps of p6mm, as functions of the index in ops6
tables = {'Gamma': {}, 'K': {}, 'M': {}}
for c in (1, -1):
    for s in (1, -1):
        sign = '+' if s == 1 else '-'
        tables['Gamma'][('A' if c == 1 else 'B') + sign] = {
            i: c**(i % 6) * s**(i // 6) for i in range(12)}
        tables['M'][('A' if c == 1 else 'B') + sign] = {
            0: 1, 3: c, 7: s, 10: c * s}
for m in (1, 2):
    tables['Gamma'][f'E{m}'] = {
        i: 2 * np.cos(np.pi * m * i / 3) if i < 6 else 0 for i in range(12)}
little_K = [i for i, h in enumerate(ops6) if in_little_group(h, k6['K'], A6)]
tables['K'] = {'A+': {i: 1 for i in little_K},
               'A-': {i: np.linalg.det(ops6[i][0]) for i in little_K},
               'E': {i: np.trace(ops6[i][0]) for i in little_K}}


def decompose(name, label):
    q, rho = cases[name][2:4]
    little = [i for i, h in enumerate(ops6) if in_little_group(h, k6[label], A6)]
    parts, dimension = [], 0
    for irrep, table in tables[label].items():
        assert set(table) == set(little)
        m = sum(np.conj(table[i]) * character(ops6[i], k6[label], q,
                orbits[name], rho, A6) for i in little) / len(little)
        count = int(round(m.real))
        assert abs(m - count) < 1e-9 and count >= 0
        parts += [irrep] * count
        dimension += count * int(round(table[0]))
    assert dimension == len(orbits[name]) * rho(I2).shape[0]
    return ' + '.join(parts)


print("A/B: C2 even/odd at Gamma and M; at K, A is C3 invariant")
print("+/-: mirror parity; mirror line at 0 deg (Gamma, K), 30 deg (M)")
for name in ('honeycomb A1', 'honeycomb A2', 'honeycomb E', 'kagome A1'):
    print(name, '|', '; '.join(f"{p}: {decompose(name, p)}" for p in k6))
classes = {'Gamma': (0, 1, 2, 3, 6, 7), 'K': (0, 2, 6), 'M': (0, 3, 7, 10)}
for label, members in classes.items():
    text = []
    for i in members:
        chi = character(ops6[i], k6[label], q_honey, reps_h, trivial, A6)
        assert abs(chi.imag) < 1e-9
        kind = f"rot{60*i}" if i < 6 else f"mirror{30*(i-6)}"
        text.append(f"{kind}: {round(chi.real) + 0}")
    print(f"honeycomb A1 characters at {label} (angles in deg):", ', '.join(text))

# Electron in a honeycomb array of Gaussian wells, plane-wave diagonalization
depth, width = 20.0, 0.15
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
area = abs(np.linalg.det(A6))
sites = [act(g, q_honey) for g in reps_h]


def plane_waves(k, cutoff=60.0):
    n = np.arange(-16, 17)
    G = np.array([B6 @ np.array([i, j]) for i in n for j in n])
    G = G[np.linalg.norm(G + k, axis=1) < cutoff]
    dG = G[:, None, :] - G[None, :, :]
    V = -depth * 2 * np.pi * width**2 / area * np.exp(
        -width**2 * np.sum(dG**2, axis=-1) / 2)
    H = V * sum(np.exp(-1j * dG @ s) for s in sites)
    H = H + np.diag(kinetic * np.sum((G + k)**2, axis=1))
    energies, states = np.linalg.eigh(H)
    return G + k, energies, states


print("well depth (eV):", depth, " width parameter (nm):", width)
print(f"hbar^2/(2m) (eV nm^2): {kinetic:.6f}")
wave_error = 0.0
for label, k in k6.items():
    waves, energies, states = plane_waves(k)
    pair = states[:, :2]
    for h in ops6:
        if in_little_group(h, k, A6):
            rotated = waves @ h[0].T
            distance = np.linalg.norm(rotated[:, None] - waves[None], axis=-1)
            target = distance.argmin(axis=1)
            assert distance.min(axis=1).max() < 1e-6
            image = np.zeros_like(pair)
            image[target] = pair
            chi_waves = np.sum(pair.conj() * image)
            chi = character(h, k, q_honey, reps_h, trivial, A6)
            wave_error = max(wave_error, abs(chi_waves - chi))
    print(f"lowest three energies at {label} (eV):", np.round(energies[:3], 4))
    if label == 'K':
        assert abs(energies[1] - energies[0]) < 1e-8
    else:
        assert energies[1] - energies[0] > 1e-3
assert wave_error < 1e-7
print(f"largest plane-wave character error: {wave_error:.1e}")

mesh = [B6 @ np.array([i, j]) / 6 for i in range(6) for j in range(6)]
mesh = [k - B6 @ np.round(np.linalg.solve(B6, k)) for k in mesh]
levels = np.array([plane_waves(k)[1][:3] for k in mesh])
gap = levels[:, 2].min() - levels[:, 1].max()
assert gap > 0
print(f"gap between bands 2 and 3 on {len(mesh)} k points (eV): {gap:.4f}")
change = np.abs(plane_waves(zero, 75.0)[1][:3] - plane_waves(zero)[1][:3]).max()
assert change < 1e-3
print(f"energy change at Gamma, cutoff 60 to 75 per nm (eV): {change:.1e}")

print("done: every assertion held")
```

It prints:

```
lattice constant (nm): 1.0
K (1/nm): [2.0944 3.6276]  M (1/nm): [3.1416 1.8138]
characters compared with explicit functions: 134
largest matrix error: 6.4e-15
largest character error: 5.8e-15
largest change for other representatives: 1.0e-14
site 1 (nm): [0.5    0.2887], C3 shift t (nm): [-1.  0.] phase at K: -0.5000+0.8660i
site 2 (nm): [0.     0.5774], C3 shift t (nm): [-0.5   -0.866] phase at K: -0.5000-0.8660i
C3 character at K: -1.0000+0.0000i  without phases: 2.0000+0.0000i
p4g C4 character at Gamma: 0.0000+0.0000i  without conjugation: 0.0000-2.0000i
p4g C4 character at M: 0.0000-2.0000i  without conjugation: 0.0000+0.0000i
A/B: C2 even/odd at Gamma and M; at K, A is C3 invariant
+/-: mirror parity; mirror line at 0 deg (Gamma, K), 30 deg (M)
honeycomb A1 | Gamma: A+ + B-; K: E; M: A+ + B+
honeycomb A2 | Gamma: A- + B+; K: E; M: A- + B-
honeycomb E | Gamma: E1 + E2; K: A+ + A- + E; M: A+ + A- + B+ + B-
kagome A1 | Gamma: A+ + E2; K: A+ + E; M: A+ + B+ + B-
honeycomb A1 characters at Gamma (angles in deg): rot0: 2, rot60: 0, rot120: 2, rot180: 0, mirror0: 0, mirror30: 2
honeycomb A1 characters at K (angles in deg): rot0: 2, rot120: -1, mirror0: 0
honeycomb A1 characters at M (angles in deg): rot0: 2, rot180: 0, mirror30: 2, mirror120: 0
well depth (eV): 20.0  width parameter (nm): 0.15
hbar^2/(2m) (eV nm^2): 0.038100
lowest three energies at Gamma (eV): [-12.8345 -12.7283  -7.0204]
lowest three energies at K (eV): [-12.7825 -12.7825  -7.0881]
lowest three energies at M (eV): [-12.8001 -12.7647  -7.0643]
largest plane-wave character error: 1.9e-15
gap between bands 2 and 3 on 36 k points (eV): 5.6402
energy change at Gamma, cutoff 60 to 75 per nm (eV): 1.5e-09
done: every assertion held
```
